# Why donor excited states cannot simply be summed into the degeneracy factor

**Definitions and conventions**

A semiconductor contains $N$ identical shallow donors per unit volume and no acceptors. The conduction band has one isotropic parabolic valley of effective mass $m$, and the relative permittivity is $\varepsilon$. Energies are measured from the band edge. In the hydrogenic model a donor electron has the levels

$$E_k=-\frac{\mathrm{Ry}}{k^2},\qquad \mathrm{Ry}=\frac{\hbar^2}{2ma^2},\qquad a=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{me^2},\qquad k=1,2,\dots$$

Shell $k$ holds $k^2$ orbitals, each with two spin states. The repulsion between two electrons is taken to be strong enough that a donor binds at most one. I write $x=\mathrm{Ry}/k_BT$, $n$ for the free-electron density, $\alpha=n/N$ for the ionised fraction, and $\Lambda=h/\sqrt{2\pi mk_BT}$ for the thermal wavelength.

**The belief and its appeal**

When only the ground level is kept, the occupation of a donor contains a degeneracy factor $g=2$, for the two spin states. The belief is that excited states are accounted for by adding their states to this factor. It tempts because it is half right, as the statistics of one donor show.

The empty donor has statistical weight 1. A donor with its electron in state $j$ has weight $e^{(\mu-E_j)/k_BT}$, where $\mu$ is the chemical potential. These possibilities exclude one another, so their weights add:

$$\Xi=1+2S\,e^{\mu/k_BT},\qquad S=\sum_k k^2e^{x/k^2}.$$

The probability of ionisation is $\alpha=1/\Xi$. Taking out the ground-level Boltzmann factor $e^{-E_1/k_BT}=e^{x}$ gives

$$\alpha=\frac{1}{1+g_{\rm eff}\,e^{(\mu-E_1)/k_BT}},\qquad g_{\rm eff}=2Se^{-x}=2\sum_k k^2e^{-x(1-1/k^2)}.$$

So excited states do enter the place where $g$ stood. But they enter with Boltzmann weights, which makes $g_{\rm eff}$ a function of temperature, and the range of the sum has not been settled. That range is where the belief fails.

**What the unrestricted sum predicts**

For non-degenerate free electrons,

$$n=2\int\!\frac{d^3p}{h^3}\,e^{(\mu-p^2/2m)/k_BT}=\frac{2}{\Lambda^3}e^{\mu/k_BT},$$

so $2e^{\mu/k_BT}=n\Lambda^3=\alpha N\Lambda^3$. Substitution in $1/\alpha=\Xi$ gives $1/\alpha=1+\alpha N\Lambda^3S$. Multiplying by $\alpha$,

$$q\alpha^2+\alpha-1=0,\qquad q=N\Lambda^3S,\qquad \alpha=\frac{2}{1+\sqrt{1+4q}}.$$

The root is the positive one, $(-1+\sqrt{1+4q})/2q$, rewritten by multiplying numerator and denominator by $1+\sqrt{1+4q}$.

Now keep $K$ shells. Since $e^{x/k^2}>1$,

$$S_K>\sum_{k=1}^{K}k^2=\frac{K(K+1)(2K+1)}{6}>\frac{K^3}{3}.$$

The excess of $S_K$ over $\sum k^2$ grows only in proportion to $K$, because $k^2(e^{x/k^2}-1)\to x$ for large $k$. Hence $S_K\simeq K^3/3$, and for large $q$

$$\alpha\simeq q^{-1/2}\simeq\sqrt{\frac{3}{N\Lambda^3}}\;K^{-3/2}\longrightarrow 0 .$$

At any non-zero temperature and density, the full hydrogenic sum says that no donor is ionised. Lowering the temperature does not help: the factor $e^{-x}$ in $g_{\rm eff}$ is small but fixed, while the number of states is infinite.

**Why the number of levels is finite**

The infinite series belongs to one donor alone in an infinite crystal. There are two reasons why a real donor does not have it.

The first is the presence of neighbours. The orbital with $l=k-1$ has radial function $u\propto r^ke^{-r/ka}$. Setting the derivative of $\ln u^2$ to zero, $2k/r=2/(ka)$, puts its maximum at $r=k^2a$. A state that reaches past the neighbouring donors is not a level of one donor. With the radius $R$ defined by $\tfrac{4}{3}\pi R^3N=1$, a reasonable condition is $k^2a\le R$, so that

$$K=\left\lfloor\sqrt{R/a}\right\rfloor .$$

This is an estimate. A different criterion of the same kind would multiply $K$ by a factor of order one. For the donors of the worked case below, that means a shift of about one shell.

The second is screening. Replace the Coulomb potential by a screened one with screening length $\lambda$. In units of Ry and $a$ the radial equation is

$$-u''+\left[\frac{l(l+1)}{r^2}-\frac{2}{r}e^{-r/\lambda}\right]u=Eu .$$

The bracket equals $[\,l(l+1)-2re^{-r/\lambda}]/r^2$, and $re^{-r/\lambda}$ has its maximum $\lambda/e$ at $r=\lambda$, where $e$ is here the base of natural logarithms. If $l(l+1)>2\lambda/e$ the bracket is positive everywhere and no level with $E<0$ exists. That leaves finitely many values of $l$.

For each of these, the number of bound levels equals the number of nodes of the zero-energy solution. Compare with $u''=-(c/r^2)u$, solved by $u=r^s$ with $s=\tfrac12\pm\sqrt{\tfrac14-c}$. The solution oscillates without end if $c>\tfrac14$ and not otherwise. The screened attraction corresponds to $c(r)=2re^{-r/\lambda}-l(l+1)$, which stays below $\tfrac14$ beyond some radius, so the nodes are finite in number. For the bare Coulomb potential $c(r)=2r-l(l+1)$ grows without limit, and so does the number of nodes.

**How much the ionised fraction can change**

Let $\alpha_1$ be the result with the ground level alone, for which $q_1=N\Lambda^3e^x$. Let $S_{\rm exc}$ be the part of $S$ with $k\ge2$. Differentiating the quadratic equation with respect to $q$ gives $\alpha^2+(2q\alpha+1)\,d\alpha/dq=0$, or

$$-\frac{d\alpha}{dq}=\frac{\alpha^2}{1+2q\alpha}.$$

The solution for $\alpha$ gives $1+2q\alpha=\sqrt{1+4q}$, which rises with $q$, while $\alpha$ falls. The slope is therefore steepest at $q_1$, and

$$\Delta\alpha=\alpha_1-\alpha\le(q-q_1)\frac{\alpha_1^2}{1+2q_1\alpha_1}.$$

Here $q-q_1=q_1\rho$ with $\rho=S_{\rm exc}e^{-x}=g_{\rm eff}/2-1$. The quadratic equation for $\alpha_1$ supplies $q_1\alpha_1^2=1-\alpha_1$, and hence $1+2q_1\alpha_1=(2-\alpha_1)/\alpha_1$. Thus

$$\Delta\alpha\le\rho\,\frac{\alpha_1(1-\alpha_1)}{2-\alpha_1}\le(3-2\sqrt2)\,\rho\approx0.172\,\rho .$$

For the last step put $s=2-\alpha_1$. The fraction becomes $3-s-2/s$, which is greatest at $s=\sqrt2$. A second bound follows because the slope never exceeds 1: $\Delta\alpha\le q-q_1=N\Lambda^3S_{\rm exc}$.

Together the two bounds settle the dilute limit at all temperatures. From the definitions $\Lambda^2=4\pi xa^2$, and $N=3/(4\pi R^3)$, so

$$N\Lambda^3=3\sqrt{4\pi}\,x^{3/2}\left(\frac aR\right)^3 .$$

Also $S_{\rm exc}\le e^{x/4}K^3\le e^{x/4}D$ with $D=(R/a)^{3/2}$. Since $(a/R)^3=D^{-2}$, the bounds become

$$\Delta\alpha\le3\sqrt{4\pi}\,x^{3/2}e^{x/4}D^{-1},\qquad \Delta\alpha\le0.172\,D\,e^{-3x/4}.$$

The first rises with $x$ and the second falls. Use the first up to $x_0=2\ln D$ and the second beyond. At $x_0$ they equal $3\sqrt{4\pi}\,x_0^{3/2}D^{-1/2}$ and $0.172\,D^{-1/2}$. Both vanish as $D\to\infty$, so the largest change at any temperature goes to zero with the donor density, although $K$ grows. The bound proves the limit but is numerically weak: for the parameters of the worked case its first value exceeds 1 down to about $2\times10^{5}\ \mathrm{cm^{-3}}$, so at practical densities the size of the change has to be computed directly. In this dilute limit, though not at every density, when the donors are cold enough to be neutral, the excited states are frozen out; when it is warm enough to populate them, the far larger phase space of the band takes most of the electrons.

**A worked case**

Take round model parameters: $m$ equal to 0.1 electron masses, $\varepsilon=10$, $N=10^{15}\ \mathrm{cm^{-3}}$ and $T=80$ K. Then $\mathrm{Ry}=13.606$ meV, $k_BT=6.894$ meV, $x=1.974$, $a=5.292$ nm and $N\Lambda^3=0.01830$. The spacing gives $R/a=11.72$, whose square root is 3.42, so $K=3$ and

$$S=7.1965+6.5515+11.2067\approx24.95 .$$

With the ground level alone, $q_1=0.01830\times7.1965=0.1317$ and $\alpha_1=2/(1+\sqrt{1.527})=0.895$. With three shells, $q=0.4567$ and $\alpha=2/(1+\sqrt{2.827})=0.746$. The drop is 0.149, below the first bound, $2.47\times0.0853=0.21$. A canonical count over 4000 donors, which uses no chemical potential, also gives 0.746.

The same formula with 100 shells gives $\alpha=0.013$, and with $10^5$ shells $4\times10^{-7}$. That collapse is the false prediction. Shifting the cutoff by one shell gives 0.83 for $K=2$ and 0.66 for $K=4$, so the correction is known only roughly. The true uncertainty is wider than this, because the excited shells are bound by only $0.49\,k_BT$ and $0.22\,k_BT$, and a bound level is a state removed from the band, which the model leaves undisturbed. Replacing $e^{x/k^2}$ by $e^{x/k^2}-1$ in every shell reduces the drop for $K=3$ to 0.053, and the Planck–Larkin factor $e^{x/k^2}-1-x/k^2$, summed over all shells, reduces it to 0.018. The value 0.149 belongs to the model that counts bound levels against an unperturbed band.

Screening gives a second estimate. The Debye length of the free electrons at the density just found is $71.5$ nm, or $13.5\,a$. Then $2\lambda/e=9.94$ in units of $a$, which admits $l=0,1,2$ and excludes $l=3$, for which $l(l+1)=12$. Numerical solution finds four, two and one levels for these $l$, and doubling the box from $300\,a$ to $600\,a$ adds none. For the Coulomb potential the same doubling raises the number of $l=0$ levels from 15 to 21.

In the screened potential $\alpha$ is 0.916 with the ground level alone and 0.772 with all levels, a drop of 0.144. Its closeness to 0.149 is not a confirmation. Both estimates count bound levels only, and linear screening is marginal here, since $\lambda$ exceeds $R$ and the Debye sphere holds about one electron. If the ionised donors are taken to screen as strongly as the electrons, the self-consistent length is $9.1\,a$, the $l=2$ level is lost and the drop is 0.095. The comparison must be made within one potential, because screening also reduces the ground binding energy, here to about 0.86 Ry, and this by itself raises the ionisation. The weakest level, bound by about $10^{-4}$ Ry, is too shallow for its energy to be trusted. Its weight in the sum is about 1, so losing it would change $q$ by 0.018 and $\alpha$ by less than that. Even this step comes from counting bound levels alone. Between $\lambda=12.5\,a$ and $12.9\,a$, where the level appears, the $l=0$ bound sum rises by 1.06, while the sum over bound and band states together rises by 0.07.

Over all temperatures scanned, the largest drop is 0.15 at $10^{15}\ \mathrm{cm^{-3}}$, 0.08 at $10^{13}$, 0.017 at $10^{11}$ and 0.003 at $10^{9}$, while $K$ rises from 3 to 34. The fall is not steady, because $K$ changes in steps: the largest drop is 0.095 at $2.3\times10^{15}$, where $K=2$, and 0.196 at $2.2\times10^{15}$, where the third shell has just been admitted.

**What does change by a large factor**

The correction is modest for the ionised fraction, not for every quantity. Writing $1-\alpha=q\alpha^2$ with and without excited levels and dividing,

$$\frac{1-\alpha}{1-\alpha_1}=\frac{g_{\rm eff}}{2}\left(\frac{\alpha}{\alpha_1}\right)^2 .$$

For the same donors with $K=3$:

| $T$ (K) | $g_{\rm eff}$ | $\alpha_1$ | $\alpha$ | neutral ratio |
|---|---|---|---|---|
| 20 | 2.04 | 0.049 | 0.049 | 1.00 |
| 80 | 6.9 | 0.895 | 0.746 | 2.4 |
| 300 | 18.7 | 0.996 | 0.963 | 8.7 |

At 20 K the excited states hardly matter, and $g=2$ serves well. At 300 K the ionised fraction falls by about 3 %, but the small neutral fraction grows almost ninefold. That large factor deserves little trust. A level bound by much less than $k_BT$ has nearly the weight of a state at the band edge, so the neutral count depends on where the list of levels is ended.

These results hold for donors that can be treated one at a time. They fail as $R$ approaches a few $a$, where even the ground orbitals overlap. The static screened potential is itself a model, and the free electrons were counted as if the donors did not disturb the band states. If a real donor's levels depart from the hydrogenic series, its own energies and degeneracies belong in $\Xi$; the sum must still run over a finite list. The full set of values is in the numerical output.

## Calculated quantities

```
effective mass = 0.1 m_e; relative permittivity = 10.0
donor density = 1.0e+15 cm^-3; T = 80.0 K
Ry = 13.606 meV; kT = 6.894 meV; x = 1.9736
a = 5.292 nm; Lambda = 26.353 nm
R = 62.04 nm; R/a = 11.72; K = 3
N Lambda^3 = 0.01830
shell 1: k^2 exp(x/k^2) = 7.1965
shell 2: k^2 exp(x/k^2) = 6.5515
shell 3: k^2 exp(x/k^2) = 11.2067
S = 24.9547; g_eff = 6.935 (ground level alone: 2)
q ground = 0.1317; q all = 0.4567
alpha ground only = 0.8946; with shells = 0.7459
alpha from canonical count, 4000 donors = 0.7459
Fermi correction to free density = -0.24 %
radial peak of n=3, l=2 orbit = 9.00 a
ionised fraction for K shells at the same N and T:
  K = 1: alpha = 8.946e-01
  K = 2: alpha = 8.276e-01
  K = 3: alpha = 7.459e-01
  K = 4: alpha = 6.584e-01
  K = 5: alpha = 5.753e-01
  K = 10: alpha = 3.044e-01
  K = 100: alpha = 1.262e-02
  K = 1000: alpha = 4.045e-04
  K = 100000: alpha = 4.049e-07
T (K), g_eff, alpha ground only, alpha with K shells, neutral ratio:
  20, 2.038, 0.0492, 0.0488, 1.00
  40, 2.953, 0.4521, 0.3919, 1.11
  80, 6.935, 0.8946, 0.7459, 2.41
  160, 13.304, 0.9832, 0.9054, 5.64
  300, 18.666, 0.9958, 0.9631, 8.73
N (cm^-3), K, largest drop in alpha over T, at T (K):
  1e+15, 3, 0.1516, 71.9
  1e+13, 7, 0.0768, 32.5
  1e+11, 15, 0.0169, 19.5
  1e+09, 34, 0.0033, 13.5
Debye length = 71.47 nm = 13.51 a
2 lambda/(e a), upper limit on l(l+1) = 9.94
  l=0 bindings (Ry): 0.85915 0.13036 0.01918 0.00014
  l=1 bindings (Ry): 0.12629 0.01651
  l=2 bindings (Ry): 0.01082
Coulomb l=0 levels, box 300 a: 15; 600 a: 21
screened l=0 levels, box 300 a: 4; 600 a: 4
screened sum over levels = 20.8387
screened alpha: ground only = 0.9163; all levels = 0.7724
```
